**Scalar ESC versus spin-free modified Dirac equation: the transverse c⁻⁴ term**

With A = 1 + (E−V)/2c², the scalar eliminated equation has T_esc = ½ p·A⁻¹p and the spin-free modified Dirac equation (SFMD) has T_mod = ½ p²[p·Ap]⁻¹p², and their difference is (1/8c⁴) p_i V P⊥_ij V p_j at leading order, where P⊥ = δ_ij − p_i p_j/p² and units are atomic. In a basis of 125 Bloch plane waves with a non-central potential the program asserts this coefficient at two energies, its curl and spin-trace forms, the identity of the two equations with spin kept, the Schur-complement formula, and the non-negativity of T_esc − T_mod. For the Coulomb field it asserts the coefficients (1−ln 2)/72 for 2p and (17−24 ln 2)/6075 for 3d, in units of Z⁶/c⁴, by symbolic integration and by subtracting the longitudinal part in a B-spline basis. Non-perturbative B-spline solutions are asserted to match the Dirac 1s level for both equations, to show a pure c⁻⁶ remainder for 3d, a logarithmic slope within 10% of 1/128 for 2p, and the r⁻² tail of the pseudo-large component; with spin kept the eliminated-equation solver reproduces the Dirac 2p levels. The output gives E_ESC − E_SFMD = 1.208×10⁻¹¹ Eh for H 2p and 1.3364×10⁻⁴ Eh (29.3 cm⁻¹) for P¹⁴⁺ 2p, which are 0.9996 and 0.9708 of the c⁻⁴ formula. The (2j+1)-weighted Dirac average lies below both scalar levels in both systems.

## Program and output

```python
# Result under test (hartree atomic units, E without rest energy, A = 1+(E-V)/2c^2 > 0):
#   ESC : [V + p.K p] psi = E psi, K = 1/(2A)            -> T_esc = (1/2) p.A^-1 p
#   SFMD: V psi + T phi = E psi,
#         T psi + (p.V p/4c^2 - T) phi = E T phi/2c^2    -> T_mod = (1/2) p^2 [p.A p]^-1 p^2
#   T_esc - T_mod = (1/8c^4) p_i V PT_ij V p_j + ..., PT = 1 - p p^T/p^2 (transverse projector)
#   Coulomb: dE(ns)=0, dE(2p)=(1-ln2)/72 Z^6/c^4 + Z^8 ln(Z/c)/(128 c^6)+O(c^-6),
#   dE(3d)=(17-24 ln2)/6075 Z^6/c^4. Radial work: Z=1 with c -> c/Z, energies times Z^2.
import numpy as np, sympy as sp
import scipy.sparse as sps
from scipy.linalg import lu_factor, lu_solve, solve
from scipy.interpolate import BSpline
from scipy.optimize import brentq
from scipy.constants import fine_structure, physical_constants as pc
from sympy.physics.hydrogen import R_nl
inv = np.linalg.inv
rel = lambda a, b: np.linalg.norm(a - b) / np.linalg.norm(b)

# ---- operator identities: Bloch plane waves, two unequal wells (non-central) ----
g = np.array([[i, j, k] for i in range(-2, 3) for j in range(-2, 3) for k in range(-2, 3)], float)
kv = g + np.array([0.31, 0.17, -0.23]); N = len(g)
q = g[:, None, :] - g[None, :, :]
V = -0.1*np.exp(-(q**2).sum(2)/2)*(np.exp(1j*q @ [0.4, 1.1, -0.3]) + 0.6*np.exp(1j*q @ [2.0, -0.9, 1.5]))
p = [np.diag(kv[:, i]).astype(complex) for i in range(3)]
P = np.vstack(p); p2 = np.diag((kv**2).sum(1)); ip2 = inv(p2); I = np.eye(N)
PT = np.eye(3*N) - P @ ip2 @ P.conj().T
V3 = np.kron(np.eye(3), V)
def t_diff(E, c):
    A = I + (E*I - V)/(2*c*c); Ai = inv(A)
    return 0.5*sum(a @ Ai @ a for a in p) - 0.5*p2 @ inv(sum(a @ A @ a for a in p)) @ p2
trans = P.conj().T @ V3 @ PT @ V3 @ P
for E in (-0.7, 1.5):
    c1 = np.sqrt(500.0); c2 = np.sqrt(1000.0)
    lead = 2*t_diff(E, c2)*c2**4 - t_diff(E, c1)*c1**4
    err_lead = rel(lead, trans/8)
    assert err_lead < 1e-4
B = [p[(k+1) % 3] @ V @ p[(k+2) % 3] - p[(k+2) % 3] @ V @ p[(k+1) % 3] for k in range(3)]
assert rel(sum(b.conj().T @ ip2 @ b for b in B), trans) < 1e-11
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
SP = sum(np.kron(s, a) for s, a in zip(sig, p)); two = lambda M: np.kron(np.eye(2), M)
X = SP @ two(V) @ SP; X = X @ two(ip2) @ X
pVp = sum(a @ V @ a for a in p)
assert rel(0.5*(X[:N, :N] + X[N:, N:]) - pVp @ ip2 @ pVp, trans) < 1e-11
c, E = 2.0, -0.7
A = I + (E*I - V)/(2*c*c)
assert np.linalg.eigvalsh(A).min() > 0
assert rel(two(p2) @ inv(SP @ two(A) @ SP) @ two(p2), SP @ two(inv(A)) @ SP) < 1e-11
w_, vec = np.linalg.eigh(PT); Q = vec[:, w_ > 0.5]
ap = np.sqrt(p2); U = P @ inv(ap); A3 = np.kron(np.eye(3), A)
ALL, ALT, ATT = U.conj().T @ A3 @ U, U.conj().T @ A3 @ Q, Q.conj().T @ A3 @ Q
Dx = t_diff(E, c)
assert rel(0.5*ap @ (inv(ALL - ALT @ inv(ATT) @ ALT.conj().T) - inv(ALL)) @ ap, Dx) < 1e-9
ev = np.linalg.eigvalsh(0.5*(Dx + Dx.conj().T))
assert ev.min() > -1e-11 and ev.max() > 1e-4
print(f"plane waves: N={N}, rel. error of c^-4 coefficient = {err_lead:.1e}")
print(f"plane waves c=2: eigenvalues of T_esc-T_mod in [{ev.min():.1e}, {ev.max():.4e}] Eh")

# ---- closed forms from the curl expression, and the inner-region logarithm ----
rs, ts, xs = sp.symbols('r t x', positive=True)
def coef(n, l):
    h = R_nl(n, l, rs, 1)/rs          # r^2 (V'/r) R for V=-1/r
    inner = sp.integrate(sp.simplify(h*h.subs(rs, rs*ts)), (rs, 0, sp.oo), conds='none')
    return sp.Rational(l*(l+1), 4*(2*l+1))*sp.integrate(sp.apart(sp.simplify(inner*ts**l), ts), (ts, 0, 1))
D2p, D3d = float(coef(2, 1)), float(coef(3, 2))
assert abs(D2p - (1 - np.log(2))/72) < 1e-14 and abs(D3d - (17 - 24*np.log(2))/6075) < 1e-14
op = lambda f: sp.diff(f, xs, 2) + (2/xs + 1/(xs*(xs+1)))*sp.diff(f, xs) - 2*f/xs**2
a_log = -sp.limit(sp.simplify(op(xs + sp.Rational(1, 2) - 1/(2*xs))*xs**4), xs, sp.oo) \
    / sp.limit(sp.simplify(op(sp.log(xs)/xs**2)*xs**4), xs, sp.oo)
assert a_log == sp.Rational(1, 2)
log_coef = float(sp.Rational(3, 2)*a_log*sp.Rational(1, 24)/8*2)
print(f"c^-4 coefficients (Eh per Z^6/c^4): 2p {D2p:.8e}, 3d {D3d:.8e}")
print(f"inner log coefficient {a_log}; predicted Z^8 ln(Z/c)/c^6 coefficient {log_coef:.7f}")

# ---- radial B-spline solvers for u = r R, V = -1/r ----
deg = 8
mp_ = lambda y: y + 25*np.exp(y)/(np.exp(y) + 60)
lo, hi = np.log(1e-7), np.log(1e4)
brk = [np.exp(brentq(lambda y: mp_(y) - z, lo - 1, hi + 1)) for z in np.linspace(mp_(lo), mp_(hi), 168)]
brk = np.array([0.0] + brk)
kn = np.r_[[0.0]*deg, brk, [brk[-1]]*deg]; nb = len(kn) - deg - 1
gx, gw = np.polynomial.legendre.leggauss(12); hh = np.diff(brk)/2
r = (brk[:-1, None] + hh[:, None]*(1 + gx)).ravel(); w = (hh[:, None]*gw).ravel()
spl = BSpline(kn, np.eye(nb), deg); B0, B1 = spl(r), spl(r, nu=1)
grev = np.array([kn[i+1:i+deg+1].mean() for i in range(nb)]); Vr = -1/r
form = lambda M, f: (M.T @ sps.diags(w*f) @ M).toarray()
def setup(l, n, kappa=None):
    s = slice(1 if l == 0 else 2, nb - 1)
    b = sps.csr_matrix(B0[:, s])
    d = sps.csr_matrix(B1[:, s] + (-1 if kappa is None else kappa)*B0[:, s]/r[:, None])
    L = l*(l+1) if kappa is None else 0
    G = lambda f: form(d, f) + L*form(b, f/r**2)
    dens = lambda x, y: (d @ x)*(d @ y) + L*(b @ x)*(b @ y)/r**2
    return s, b, G, dens, grev[s]**(l+1)*np.exp(-grev[s]/n)
def esc(l, n, c, kappa=None):
    s, b, G, dens, x = setup(l, n, kappa)
    S, Vm, E = form(b, 1 + 0*r), form(b, Vr), -0.5/n**2
    for _ in range(13):
        K = 0.5/(1 + (E - Vr)/(2*c*c)); Km = G(K)
        sc = 1/np.sqrt(np.diag(Km) + np.diag(S))
        x = sc*lu_solve(lu_factor(sc[:, None]*(Km + Vm - (E - 1e-3)*S)*sc), sc*(S @ x))
        x /= np.sqrt(np.sum(w*(b @ x)**2))
        E = np.sum(w*(K*dens(x, x) + Vr*(b @ x)**2))
    return E, x
def mod(l, n, c):
    s, b, G, dens, x = setup(l, n)
    S, Vm, T, W = form(b, 1 + 0*r), form(b, Vr), G(0.5 + 0*r), G(Vr)/(4*c*c)
    m = len(x); Z0 = 0*S
    H, M = np.block([[Vm, T], [T, W - T]]), np.block([[S, Z0], [Z0, T/(2*c*c)]])
    sc = 1/np.sqrt(np.r_[np.diag(S) - np.diag(Vm), np.diag(T) - np.diag(W)])
    lu = lu_factor(sc[:, None]*(H - (-0.5/n**2 - 1e-3)*M)*sc); z = np.r_[x, x]
    for _ in range(14):
        z = sc*lu_solve(lu, sc*(M @ z)); z /= np.sqrt(np.sum(w*(b @ z[:m])**2))
    if np.sum(w*(b @ z[:m])*np.exp(-r)) < 0: z = -z
    x, y = z[:m], z[m:]
    num = np.sum(w*(Vr*(b @ x)**2 + dens(x, y) + (Vr/(4*c*c) - 0.5)*dens(y, y)))
    return num/np.sum(w*((b @ x)**2 + dens(y, y)/(4*c*c))), spl(300.0)[s] @ y
def dirac(n, kap, c):
    t = (1/c/(n - abs(kap) + np.sqrt(kap*kap - 1/c**2)))**2
    return -c*c*t/(np.sqrt(1 + t)*(1 + np.sqrt(1 + t)))
dE = lambda l, n, c: esc(l, n, c)[0] - mod(l, n, c)[0]

e1, e2, e3 = esc(0, 1, 5.0)[0], mod(0, 1, 5.0)[0], dirac(1, -1, 5.0)
assert abs(e1 - e3) < 1e-11 and abs(e2 - e3) < 1e-11
print(f"1s, Z=1, c=5: ESC {e1:.12f}, SFMD {e2:.12f}, Dirac {e3:.12f} Eh")
for l, n, D in ((1, 2, D2p), (2, 3, D3d)):   # total minus longitudinal part
    x = esc(l, n, np.inf)[1]; s, b, G, dens, _ = setup(l, n)
    T2 = G(1 + 0*r); src = G(Vr) @ x; sc = 1/np.sqrt(np.diag(T2))
    tot = np.sum(w*Vr**2*dens(x, x))/8
    lon = (sc*src) @ solve(sc[:, None]*T2*sc, sc*src, assume_a='pos')/8
    assert abs((tot - lon)/D - 1) < 1e-5
    print(f"n={n} l={l}: total {tot:.8e}, longitudinal {lon:.8e}, transverse {tot-lon:.8e}")
dev = {c: dE(2, 3, c)*c**4/D3d - 1 for c in (10.0, 20.0)}
assert abs(dev[20.0]) < 0.02 and abs(dev[10.0]/dev[20.0] - 4) < 0.4
print(f"3d dE c^4/D-1: c=10 {dev[10.0]:.4e}, c=20 {dev[20.0]:.4e}, ratio {dev[10.0]/dev[20.0]:.3f}")
y = {c: (dE(1, 2, c) - D2p/c**4)*c**6 for c in (20.0, 40.0)}
slope = (y[20.0] - y[40.0])/np.log(2)
assert abs(slope/log_coef - 1) < 0.1      # c^-8 ln^2 c terms remain at these c
print(f"2p (dE-D/c^4)c^6: c=20 {y[20.0]:.5f}, c=40 {y[40.0]:.5f}, slope in ln(1/c) {slope:.5f}")
tail = mod(1, 2, 40.0)[1]*300*6*40.0**2
qm = -float(sp.integrate(R_nl(2, 1, rs, 1), (rs, 0, sp.oo)))
assert abs(tail/qm - 1) < 1e-2
print(f"2p tail 6c^2 r^2 phi at r=300 bohr, c=40: {tail:.4f}; q = {qm:.4f}")

# ---- worked example ----
c0 = 1/fine_structure; cm = pc['hartree-inverse meter relationship'][0]/100
print(f"c = {c0:.6f} a.u.; 1 Eh = {cm:.4f} cm^-1")
for name, Z, tol in (("H", 1, 0.01), ("P14+", 15, 0.12)):
    c = c0/Z
    Ee, Em = Z*Z*esc(1, 2, c)[0], Z*Z*mod(1, 2, c)[0]
    d12, d32 = Z*Z*dirac(2, 1, c), Z*Z*dirac(2, -2, c); av = (d12 + 2*d32)/3
    assert abs(Z*Z*esc(1, 2, c, 1)[0] - d12) < 1e-10*Z*Z
    assert abs(Z*Z*esc(1, 2, c, -2)[0] - d32) < 1e-10*Z*Z
    lead = D2p*Z**6/c0**4; lg = log_coef*Z**8*np.log(Z/c0)/c0**6
    assert abs((Ee - Em)/lead - 1) < tol
    if Z > 1:
        assert av < Ee - 1e-6 and abs(av - Em) > 1e-6
    print(f"--- {name} 2p: Z={Z}, Z/c={Z/c0:.6f}, r0=Z/2c^2={Z/(2*c0**2):.4e} bohr")
    print(f"E_SFMD = {Em:.13f} Eh")
    print(f"E_ESC  = {Ee:.13f} Eh")
    print(f"E_ESC-E_SFMD numerical = {Ee-Em:.4e} Eh = {(Ee-Em)*cm:.4e} cm^-1")
    print(f"c^-4 formula = {lead:.4e} Eh = {lead*cm:.4e} cm^-1")
    print(f"log term = {lg:.4e} Eh; formula + log = {lead+lg:.4e} Eh")
    print(f"numerical/c^-4 formula = {(Ee-Em)/lead:.4f}")
    print(f"Dirac 2p1/2 = {d12:.13f} Eh, 2p3/2 = {d32:.13f} Eh")
    print(f"fine-structure splitting = {d32-d12:.5e} Eh = {(d32-d12)*cm:.5e} cm^-1")
    print(f"difference / splitting = {(Ee-Em)/(d32-d12):.3e}")
    print(f"Dirac average - E_ESC = {av-Ee:.3e} Eh, average - E_SFMD = {av-Em:.3e} Eh")
print("every check passed")
```

Running it gives:

```
plane waves: N=125, rel. error of c^-4 coefficient = 1.3e-05
plane waves c=2: eigenvalues of T_esc-T_mod in [5.4e-09, 2.6610e-03] Eh
c^-4 coefficients (Eh per Z^6/c^4): 2p 4.26184471e-03, 3d 5.99946776e-05
inner log coefficient 1/2; predicted Z^8 ln(Z/c)/c^6 coefficient 0.0078125
1s, Z=1, c=5: ESC -0.505102572168, SFMD -0.505102572168, Dirac -0.505102572168 Eh
n=2 l=1: total 1.30208333e-02, longitudinal 8.75898860e-03, transverse 4.26184473e-03
n=3 l=2: total 4.80109739e-04, longitudinal 4.20115062e-04, transverse 5.99946776e-05
3d dE c^4/D-1: c=10 1.0995e-03, c=20 2.7389e-04, ratio 4.014
2p (dE-D/c^4)c^6: c=20 -0.01602, c=40 -0.02128, slope in ln(1/c) 0.00759
2p tail 6c^2 r^2 phi at r=300 bohr, c=40: -0.8165; q = -0.8165
c = 137.035999 a.u.; 1 Eh = 219474.6314 cm^-1
--- H 2p: Z=1, Z/c=0.007297, r0=Z/2c^2=2.6626e-05 bohr
E_SFMD = -0.1250009707410 Eh
E_ESC  = -0.1250009707289 Eh
E_ESC-E_SFMD numerical = 1.2081e-11 Eh = 2.6514e-06 cm^-1
c^-4 formula = 1.2085e-11 Eh = 2.6524e-06 cm^-1
log term = -5.8046e-15 Eh; formula + log = 1.2080e-11 Eh
numerical/c^-4 formula = 0.9996
Dirac 2p1/2 = -0.1250020801892 Eh, 2p3/2 = -0.1250004160290 Eh
fine-structure splitting = 1.66416e-06 Eh = 3.65241e-01 cm^-1
difference / splitting = 7.259e-06
Dirac average - E_ESC = -2.010e-11 Eh, average - E_SFMD = -8.018e-12 Eh
--- P14+ 2p: Z=15, Z/c=0.109460, r0=Z/2c^2=3.9939e-04 bohr
E_SFMD = -28.1742941763837 Eh
E_ESC  = -28.1741605336181 Eh
E_ESC-E_SFMD numerical = 1.3364e-04 Eh = 2.9331e+01 cm^-1
c^-4 formula = 1.3766e-04 Eh = 3.0213e+01 cm^-1
log term = -6.6886e-06 Eh; formula + log = 1.3097e-04 Eh
numerical/c^-4 formula = 0.9708
Dirac 2p1/2 = -28.2309741557224 Eh, 2p3/2 = -28.1460929293173 Eh
fine-structure splitting = 8.48812e-02 Eh = 1.86293e+04 cm^-1
difference / splitting = 1.574e-03
Dirac average - E_ESC = -2.261e-04 Eh, average - E_SFMD = -9.250e-05 Eh
every check passed
```
